# Recoil Drift and the Stability of Ion-Bombarded Surfaces, part 2

A broad ion beam strikes a nearly flat solid lying below the surface \(z=h(x,y,t)\). The beam travels along \(\mathbf b=(\sin\theta,\,0,\,-\cos\theta)\), at angle \(\theta\) from the mean surface normal, with \(x\) along its projection. The flux \(J\) is measured perpendicular to the beam, so unit horizontal area receives \(J(\cos\theta+h_x\sin\theta)\) ions per unit time. Subscripts on \(h\) denote derivatives. Slopes are small, and for a surface varying along \(x\) the local incidence angle is \(\varphi=\theta-\arctan h_x\). A term \(Ch_{xx}\) in \(\partial h/\partial t\) smooths when \(C>0\).

Each ion moves \(N\) atoms of volume \(\Omega\) by a mean distance \(d\) along \(\mathbf b\). Relaxation along the local normal leaves only the tangential displacement, giving the surface current in (b), \(|\mathbf j|=\frac{JNd}{2}\sin2\varphi\). For constant \(N\) and \(d\), (d) found

\[
\boxed{\frac{\partial h}{\partial t}=C_0\left[\cos(2\theta)\,h_{xx}+\cos^2\theta\,h_{yy}\right],\qquad C_0=J\Omega Nd .}
\]

In \(\cos2\theta=\cos^2\theta-\sin^2\theta\), the first part comes from the tangential displacement and the second from the arrival rate.

In (g), the effective recoil number became \(Ng(\varphi)\), and the coefficient of \(h_{xx}\) became

\[
C_g(\theta)=C_0\left[g\cos2\theta+\tfrac12g'\sin2\theta\right].
\]

Here \(g\) is the fraction inside the solid of a spherical Gaussian of width \(\sigma=1.2\) nm, centred a distance \(a=2.4\) nm along the beam from the entry point.

The example has \(J=6.242\) ions/(nm² s), \(\Omega=0.020\) nm³, \(N=25\), \(d=0.40\) nm and \(C_0=1.248\) nm²/s, with a ripple of wavelength 50 nm, \(k=0.1257\) nm⁻¹, followed for 60 s. "Counted hops" in the computed results are direct counts of atoms moved by the finite distance \(d\).

Question (h) asks how sputtering responds to curvature. Use the same Gaussian for the deposited energy, and assume that local erosion is proportional to the energy density reaching the surface. The sputtering yield at normal incidence is \(Y_0=1.0\) atom per ion. Find the added coefficient of \(h_{xx}\).

**Solution.** A linear change of the erosion speed with slope gives a term in \(h_x\), which moves a ripple sideways without changing its amplitude. The curvature response can therefore be found at a point of zero slope. Put that point at the origin and write the nearby surface as \(z=\kappa x^2/2\), so \(h_{xx}=\kappa\).

An ion entering at \((x,y,\kappa x^2/2)\) deposits energy around a centre displaced by \(a\mathbf b\). The squared distance from that centre to the origin is

\[
r^2=(x+a\sin\theta)^2+y^2+\left(\frac{\kappa x^2}{2}-a\cos\theta\right)^2 .
\]

With the arrival rate per horizontal area, the recession speed at the origin is

\[
V=K\iint(\cos\theta+\kappa x\sin\theta)\,e^{-r^2/(2\sigma^2)}\,dx\,dy ,
\]

where \(K\) is a constant fixed by the yield.

For \(\kappa=0\) the integral over the plane gives

\[
V_0(\theta)=2\pi\sigma^2K\cos\theta\,e^{-a^2\cos^2\theta/(2\sigma^2)} .
\]

Since \(V_0=J\Omega Y\cos\theta\), taking the ratio to normal incidence gives

\[
Y(\theta)=Y_0\exp\left(\frac{a^2\sin^2\theta}{2\sigma^2}\right).
\]

Now expand in \(\kappa\). The arrival rate contributes the factor \(1+\kappa x\tan\theta\). In \(r^2\) the first-order term is \(-\kappa a\cos\theta\,x^2\), so the exponential contributes the factor \(1+\kappa a\cos\theta\,x^2/(2\sigma^2)\). Hence

\[
V=V_0\left\{1+\kappa\left[\tan\theta\,\langle x\rangle+
\frac{a\cos\theta}{2\sigma^2}\langle x^2\rangle\right]\right\}.
\]

The averages are over the flat-surface Gaussian, centred at \(x=-a\sin\theta\):

\[
\langle x\rangle=-a\sin\theta,\qquad
\langle x^2\rangle=\sigma^2+a^2\sin^2\theta .
\]

Recession lowers \(h\), so the added coefficient is

\[
B(\theta)=-V_0\left[-\frac{a\sin^2\theta}{\cos\theta}
+\frac{a\cos\theta}{2}\left(1+\frac{a^2\sin^2\theta}{\sigma^2}\right)\right].
\]

At normal incidence \(B=-V_0a/2\). A trough erodes faster than a flat surface because the surrounding entry points are higher and their energy centres lie closer to its bottom. This roughens.

At 45° the yield is 2.72 and

\[
V_0=6.242\times0.020\times2.72\times0.7071=0.240\ \text{nm/s}.
\]

The two terms in the bracket are −1.697 nm and \(0.8485\times3=2.546\) nm. Their sum is 0.849 nm, so \(B=-0.204\) nm²/s. At 30° the value is −0.247 nm²/s. At 60° it is +0.336 nm²/s: the change in arrival rate, represented by the first term of the bracket, now outweighs the second, and sputtering smooths along \(x\).

Adding \(B\) to the constant-displacement result moves the sign change to about 39°. Adding it to the coefficient \(C_g\) of (g) moves it to about 37°. Both sums become positive again near 68°, but that range relies on the Gaussian yield at high angles, which is unreliable. A linear interpolation shows the size of the combined shift. The sum is \(0.550-0.247=0.303\) nm²/s at 30° and \(-0.1295-0.2036=-0.333\) nm²/s at 45°, giving

\[
30^\circ+15^\circ\times\frac{0.303}{0.303+0.333}\approx37^\circ .
\]

### (i) Can stress produce a similar flow?

Irradiation can also deform the damaged layer as a whole. Let a layer of thickness \(H\) and viscosity \(\eta\) lie on a rigid solid, with its base following the top surface. Take \(H\), \(\eta\) and the rate \(A\) introduced next as constants, independent of the local angle. If free, the layer would deform at the rate

\[
A D_{ij}=A(\delta_{ij}-3b_ib_j).
\]

It would contract along the beam at rate \(2A\) and expand across it at rate \(A\), with no change of volume. Relate \(A\) to the compressive stress \(T\) found at normal incidence, and derive the resulting coefficient for a thin layer.

**Solution.** Let \(E_{ij}\) be the actual strain rate, \(p\) the pressure and \(\tau_{ij}\) the stress:

\[
\tau_{ij}=-p\,\delta_{ij}+2\eta(E_{ij}-AD_{ij}).
\]

At normal incidence \(D_{xx}=D_{yy}=1\) and \(D_{zz}=-2\). The substrate prevents lateral expansion, and constant volume then prevents vertical motion, so \(E_{ij}=0\). The free surface requires

\[
\tau_{zz}=-p+4\eta A=0,\qquad p=4\eta A .
\]

The lateral stress is \(\tau_{xx}=-4\eta A-2\eta A=-6\eta A\), which gives \(T=6\eta A\).

At oblique incidence, use axes aligned with the local surface. There \(D_{xz}=3\sin\varphi\cos\varphi\). The top is free of shear stress. In a thin layer, variations of lateral stress along \(x\) add shear stress smaller by a factor of order \(kH\), so the leading shear stress is zero throughout. If \(u(\zeta)\) is the velocity along the surface at height \(\zeta\) above the base, then \(E_{xz}=u'/2\) and

\[
\eta(u'-6A\sin\varphi\cos\varphi)=0,\qquad u'=3A\sin2\varphi .
\]

There is no slip at the base, so \(u=3A\zeta\sin2\varphi\). The volume flux per unit width is

\[
Q=\int_0^H u\,d\zeta=\frac{3AH^2}{2}\sin2\varphi .
\]

Conservation of volume gives \(\partial h/\partial t=-Q_x\). With \(\varphi=\theta-h_x\) to first order,

\[
\frac{\partial h}{\partial t}=3AH^2\cos(2\theta)\,h_{xx}
=\frac{TH^2}{2\eta}\cos(2\theta)\,h_{xx}.
\]

The flux has the same angular form as the recoil current, although its cause is different. In these two leading-order models a sign change at 45° cannot identify which mechanism acts.

Take the rough values \(H=3.0\) nm, \(\eta=3.0\times10^9\) Pa s and \(T=1.0\) GPa. The coefficient at normal incidence is

\[
\frac{1.0\times10^9\times3.0^2}{2\times3.0\times10^9}=1.5\ \text{nm}^2/\text{s}.
\]

This is 1.2 times the recoil value \(C_0\). A 50 nm ripple has \(kH=0.38\), which is not very small. Solving the Stokes equations for that wavelength, with the height of the base copying the height of the top, reduces the coefficient to 1.16 nm²/s. Stress flow therefore cannot be dismissed at these parameters.

### (j) Which wavelengths does surface tension damp?

In their long-wave forms, neither the drift nor the stress term selects a wavelength: where their coefficients are negative, growth increases as \(k^2\). Find the thin-layer damping due to surface tension \(\gamma\), and evaluate it for \(\gamma=1.0\) N/m.

**Solution.** A crest has \(h_{xx}<0\) and raised pressure \(p=-\gamma h_{xx}\). In a thin layer, force balance along the surface is \(\eta u''=p_x\). With \(u(0)=0\) and \(u'(H)=0\),

\[
u=\frac{p_x}{\eta}\left(\frac{\zeta^2}{2}-H\zeta\right),\qquad
Q=\int_0^Hu\,d\zeta=-\frac{H^3p_x}{3\eta}=\frac{\gamma H^3}{3\eta}h_{xxx}.
\]

Therefore

\[
\frac{\partial h}{\partial t}=-\frac{\gamma H^3}{3\eta}h_{xxxx},
\]

and a ripple decays at the rate \(\gamma H^3k^4/(3\eta)\). The coefficient is 3.0 nm⁴/s. At 50 nm the thin-layer rate would be \(3.0\times0.1257^4=7.5\times10^{-4}\) s⁻¹; the full Stokes solution gives \(6.0\times10^{-4}\) s⁻¹. This is 3% of the recoil smoothing rate at normal incidence. The \(k^4\) dependence makes surface tension more important at shorter wavelengths, until the thin-layer law itself fails. In the full Stokes solution the damping rate divided by \(k^2\) peaks at 0.16 nm²/s, near a wavelength of 9 nm. The long-wave drift law at 60° gives growth of 0.62 nm²/s times \(k^2\). If that law is extended to short wavelengths, surface tension alone does not stop the growth at any wavelength for these values.

### (k) What does 45° mean for a real polishing process?

Combine the long-wave terms and judge the simple model in its intended setting.

**Solution.** Add the stress coefficient \(1.5\cos2\theta\) nm²/s to \(C_g+B\). At 30° the sum is \(0.303+0.750=1.053\) nm²/s. At 45° it remains −0.333 nm²/s. Linear interpolation gives

\[
30^\circ+15^\circ\times\frac{1.053}{1.053+0.333}\approx41^\circ ,
\]

in agreement with the root of the full sum, also 41°. With \(A\) independent of the local angle, stress flow moves the sign change back towards 45° because it strengthens the part proportional to \(\cos2\theta\), while the other corrections stay fixed.

This result depends on the base of the layer lying directly beneath the top. The ions that form the base also travel sideways. If this shifts the base by \(H\tan\theta\) along the projected beam, the local thickness is \(H(1+h_x\tan\theta)\) to first order. Putting it into the flux \(Q\) of (i) changes the stress coefficient to

\[
3AH^2(\cos2\theta-\tan\theta\sin2\theta)=3AH^2(1-4\sin^2\theta),
\]

which changes sign at 30°. The full sum then changes sign near 32° instead of 41°. Halving or doubling the stress moves either angle by less than 2°, so here the position of the base matters more than such a change in strength.

The constant rate \(A\) is a further assumption. If the deformation rate instead follows the ion arrival rate per surface area, \(A\) is replaced by \(A\cos\varphi\) and the flux \(Q\) is proportional to \(\cos^2\varphi\sin\varphi\). With the base directly beneath the top, the stress term then changes sign where \(\tan^2\theta=1/2\), at 35°, and the full sum near 36°. Stress flow then no longer moves the threshold towards 45°. With the shifted base the full sum changes sign near 30°.

Two further estimates concern the strength of the drift. Recoils are produced at a distance of order \(a\) from the entry point, and the horizontal part of this distance, of order \(a\sin\theta\), shifts the phase of their response. Even a phase shift as large as \(ka\) would reduce an in-phase response by about \((ka)^2/2\), or 5% here. If the surface tangent is taken above the point where the recoil starts, the shift acts mainly on the arrival-rate part of \(\cos2\theta\) and leaves the tangential part almost unchanged, so the two no longer cancel exactly at 45°. For a 50 nm ripple this moves the sign change of the drift alone up by about 0.4° if every recoil starts at the distance \(a\), and by about 0.55° if the starting points are spread with the width \(\sigma\) of (g). If the tangent is instead taken at the entry point of the ion, both parts are shifted alike and the sign change moves by less than 0.1°. If every ion stayed in the solid with volume \(\Omega\), its displacement \(a\) would add a drift term of relative size \(a/(Nd)=2.4/10=0.24\). That is an upper bound on the retained fraction's effect under these assumptions. Its angular factor is again \(\cos2\theta\).

The intended real case is broad-beam polishing of a semiconductor whose surface has become amorphous, at ion energies near 1 keV. The chosen flux, recoil displacement and normal yield are rough values for that regime; viscosity and stress are particularly uncertain. The Gaussian yield reaches 4.5 atoms per ion at 60° and continues to rise towards grazing incidence, whereas real yields eventually fall, so the high-angle sputtering values deserve little weight. Real processes break the assumptions of constant recoil number and negligible sputtering. For the present numbers these two changes move the threshold from 45° to about 37°, or to 41° when stress flow with constant \(A\) over a base directly beneath the surface is included. A crystalline surface on which atoms diffuse and attach at steps needs another model, as does a surface receiving impurities during bombardment.

For this parameter set, an angle well below 30° gives long-wave smoothing along the projected beam in each case considered: without the stress term, and with it for either position of the base and either form of the deformation rate. That guidance assumes small slopes, an amorphous layer, no impurity supply and wavelengths much greater than the ion depth. The numerical output below gives the individual coefficients, and the sign-change angles for constant \(A\) and a base directly beneath the surface.

## Computed results

```
INPUTS (rough typical values, ion polishing near 1 keV)
beam current density = 0.10 mA/cm2
ion flux J = 6.242e+14 ions/(cm2 s) = 6.242 ions/(nm2 s)
atomic volume = 0.020 nm3; recoils per ion = 25
mean recoil displacement = 0.40 nm; N*d = 10.0 nm
ripple wavelength = 50.0 nm; k = 0.1257 1/nm
exposure = 60 s; fluence = 3.745e+16 ions/cm2
RECOIL DRIFT ALONE
C0 = 1.2483 nm2/s = 1.248e-14 cm2/s
30 deg: x coefficient = 0.6242, y coefficient = 0.9362 nm2/s
  x decay rate = 0.00986 1/s; amplitude factor = 0.554
  x coefficient from counted hops = 0.6239 nm2/s
45 deg: x coefficient = 0.0000, y coefficient = 0.6242 nm2/s
  x decay rate = 0.00000 1/s; amplitude factor = 1.000
  x coefficient from counted hops = -0.0003 nm2/s
60 deg: x coefficient = -0.6242, y coefficient = 0.3121 nm2/s
  x decay rate = -0.00986 1/s; amplitude factor = 1.806
  x coefficient from counted hops = -0.6242 nm2/s
sign change from counted hops = 44.99 deg
30 deg, no tangential projection: x coefficient = -0.3120 nm2/s
NEGLECTED EFFECTS
deposit depth = 2.4 nm; width = 1.2 nm; normal yield = 1.0 atoms/ion
30 deg: inside fraction = 0.958; yield = 1.65 atoms/ion
  drift with escape = 0.5501 nm2/s; sputter term = -0.2470 nm2/s
45 deg: inside fraction = 0.921; yield = 2.72 atoms/ion
  drift with escape = -0.1295 nm2/s; sputter term = -0.2036 nm2/s
60 deg: inside fraction = 0.841; yield = 4.48 atoms/ion
  drift with escape = -0.7517 nm2/s; sputter term = 0.3357 nm2/s
layer thickness = 3.0 nm; viscosity = 3.0e+09 Pa s
stress = 1.0 GPa; surface tension = 1.0 N/m
anisotropic strain rate A = 0.0556 1/s
stress-flow coefficient, long wave, 0 deg = 1.500 nm2/s
stress-flow / recoil-drift ratio, long wave = 1.202
stress-flow coefficient at 50 nm, 0 deg = 1.162 nm2/s
capillary coefficient, thin layer = 3.000 nm4/s
capillary decay rate at 50 nm, full Stokes = 0.000596 1/s
capillary / recoil-drift rate at 0 deg = 0.0302
finite-depth estimate (k*depth)^2/2 = 0.0455
retained-ion upper bound depth/(N*d) = 0.240
SIGN-CHANGE ANGLE OF THE LONG-WAVE X COEFFICIENT
drift with recoil escape = 42.25 deg
constant drift plus sputtering = 39.14 deg
drift with escape plus sputtering = 36.68 deg
the same plus stress flow = 41.25 deg
```
